# Surface Anisotropy of Cubic Crystals from Néel Pair Energies

## The result

Let every pair of neighbouring atoms in a cubic ferromagnet carry an energy that depends on the angle between the magnetization and the bond. In the bulk, the leading angular terms cancel when summed over the neighbours. At a surface some neighbours are missing and the cancellation fails. For a surface whose normal $\mathbf N$ is a threefold or fourfold axis, the energy per area is

$$E_s=K_s\sin^2\theta+\text{const},\qquad K_s=\frac n4\sum_{\mathbf r\cdot\mathbf N>0}L(r)\,(\mathbf r\cdot\mathbf N)\left[3(\mathbf u\cdot\mathbf N)^2-1\right]. \tag{1}$$

Here $\theta$ is the angle between the magnetization direction $\mathbf m$ and $\mathbf N$, $n$ is the number of atoms per volume, $\mathbf r=r\mathbf u$ runs over the neighbour vectors that point outward, and $L(r)$ is the strength of the pair energy. Positive $K_s$ favours magnetization along the normal. For nearest neighbours on fcc (001), with cubic lattice constant $a$, $K_s=L/a^2$.

The symmetry condition matters: the normal of a (110) surface is only a twofold axis, so the energy can differ along three principal directions, as it does for fcc. The sum can also vanish, as it does for nearest neighbours on bcc (001).

## The pair energy

All moments are taken parallel to one unit vector $\mathbf m$. The model assumes that the energy of a pair depends on direction through $\mathbf m\cdot\mathbf u$ alone. Reversing all moments leaves the energy unchanged, so only even powers occur. Grouped into Legendre polynomials, the expansion is

$$w=g(r)+L(r)\left[(\mathbf m\cdot\mathbf u)^2-\tfrac13\right]+Q(r)\left[(\mathbf m\cdot\mathbf u)^4-\tfrac67(\mathbf m\cdot\mathbf u)^2+\tfrac3{35}\right]+\dots \tag{2}$$

The term $g$ has no dependence on $\mathbf m$ and is dropped. The $L$ term is the first anisotropic one. If $L>0$, a bond has its lowest energy when the magnetization is perpendicular to it.

## Why the leading term vanishes in the bulk

Consider one shell of $Z$ equivalent neighbours and the tensor $\sum u_iu_j$. A half-turn about the $x$ axis reverses $u_y$ and $u_z$ and maps the shell onto itself, so the $xy$ and $xz$ elements equal their own negatives and vanish. A half-turn about $y$ removes the $yz$ element. The threefold rotation about [111] permutes the axes, so the diagonal elements are equal. Their sum is $\sum|\mathbf u|^2=Z$. Hence

$$\sum u_iu_j=\frac Z3\delta_{ij},\qquad \sum\left[(\mathbf m\cdot\mathbf u)^2-\tfrac13\right]=\frac Z3-\frac Z3=0. \tag{3}$$

The fourth-rank term survives. The twelve fcc nearest neighbours have $\mathbf u=(\pm1,\pm1,0)/\sqrt2$ and permutations. Eight of them have $u_x^4=1/4$, and four have $u_x^2u_y^2=1/4$, so

$$\sum u_x^4=2,\qquad \sum u_x^2u_y^2=1. \tag{4}$$

Define $s=m_x^2m_y^2+m_y^2m_z^2+m_z^2m_x^2$. Squaring $m_x^2+m_y^2+m_z^2=1$ gives $\sum_i m_i^4=1-2s$. Therefore

$$\sum(\mathbf m\cdot\mathbf u)^4=2(1-2s)+6s=2+2s.$$

The other two parts of the $Q$ bracket add $-\frac67\cdot4+12\cdot\frac3{35}=-\frac{12}5$. Each atom owns half of each of its bonds, so the bulk energy density is

$$\frac{nQ}2\left(2s-\frac25\right)=nQ\left(s-\frac15\right). \tag{5}$$

This is the cubic anisotropy $K_1s$ with $K_1=nQ$, plus a constant. From here on only the $L$ term is kept; the size of $Q$ is examined with the numbers.

## Counting the cut bonds

Cut an infinite crystal along a lattice plane and keep the half below it, with outward normal $\mathbf N$. The lattices considered have one atom per primitive cell, so all atomic layers parallel to the cut are alike. With layer spacing $d$, each layer has $nd$ atoms per area. A neighbour vector with $\mathbf r\cdot\mathbf N>0$ climbs $p=\mathbf r\cdot\mathbf N/d$ layers, where $p$ is an integer. It crosses the cut if it starts in one of the top $p$ layers. The number of such bonds per area is

$$p\,nd=n(\mathbf r\cdot\mathbf N). \tag{6}$$

Now give every atom in the kept half one half of the energy of all its original bonds. By (3) this total is zero. It correctly counts the bonds inside the half crystal, but it also includes half the energy of every cut bond, which must be subtracted:

$$E_s=-\frac n2\sum_{\mathbf r\cdot\mathbf N>0}(\mathbf r\cdot\mathbf N)\,L(r)\left[(\mathbf m\cdot\mathbf u)^2-\tfrac13\right]. \tag{7}$$

The minus sign has a direct meaning. For $L>0$, an outward bond would have penalized magnetization along itself. Its removal lifts that penalty.

Equation (7) assumes a flat surface, atoms at their bulk positions and a bulk value of $L$ right up to the last layer.

## When the surface is uniaxial

Apart from a constant, (7) is a quadratic form:

$$E_s=-\sum_{ij}T_{ij}m_im_j+\text{const},\qquad T_{ij}=\frac n2\sum_{\mathbf r\cdot\mathbf N>0}(\mathbf r\cdot\mathbf N)L\,u_iu_j. \tag{8}$$

Suppose that a rotation by $\varphi$ about $\mathbf N$ maps the lattice onto itself. It also maps the set of outward bonds onto itself and keeps $\mathbf r\cdot\mathbf N$ fixed, so $T$ is unchanged. Choose in-plane axes 1 and 2. The combination $T_{N1}+iT_{N2}$ acquires the factor $e^{i\varphi}$ under the rotation, and $T_{11}-T_{22}+2iT_{12}$ acquires $e^{2i\varphi}$. For $\varphi=2\pi/3$ or $\pi/2$ neither factor is 1, so both combinations vanish. What remains is one element $T_{NN}$ and two equal elements $T_{11}=T_{22}=T_p$:

$$E_s=-T_{NN}\cos^2\theta-T_p\sin^2\theta+\text{const}=(T_{NN}-T_p)\sin^2\theta+\text{const}.$$

Thus $K_s=T_{NN}-T_p$. The trace gives $T_p=(\mathrm{tr}\,T-T_{NN})/2$, so $K_s=(3T_{NN}-\mathrm{tr}\,T)/2$. Inserting $T_{NN}$ from (8), and $\mathrm{tr}\,T=\frac n2\sum(\mathbf r\cdot\mathbf N)L$, yields (1).

For a twofold axis, $\varphi=\pi$ and $e^{2i\varphi}=1$. The in-plane difference $T_{11}-T_{22}$ is then allowed.

The bracket in (1) shows what each lost bond does. With $L>0$, a steep bond with $(\mathbf u\cdot\mathbf N)^2>1/3$ contributes to a normal easy axis, and a shallow one opposes it. A bond at $(\mathbf u\cdot\mathbf N)^2=1/3$, about $54.7^\circ$ from the normal, contributes nothing.

## Explicit surfaces

For **fcc (001)**, $n=4/a^3$. Four bonds point outward, with $\mathbf r\cdot\mathbf N=a/2$ and $(\mathbf u\cdot\mathbf N)^2=1/2$:

$$K_s=\frac1{a^3}\cdot4\cdot L\cdot\frac a2\left(\frac32-1\right)=\frac L{a^2}. \tag{9}$$

For **fcc (111)**, three bonds have $\mathbf r\cdot\mathbf N=a/\sqrt3$ and $(\mathbf u\cdot\mathbf N)^2=2/3$, so

$$K_s=\frac1{a^3}\cdot3L\cdot\frac a{\sqrt3}(2-1)=\frac{\sqrt3L}{a^2}.$$

For **simple cubic (001)**, $n=1/a^3$ and one bond lies along the normal, giving $K_s=\frac1{4a^3}\,La\cdot2=L/(2a^2)$.

For **bcc (001)**, all four outward nearest-neighbour bonds lie along cube diagonals. They have $(\mathbf u\cdot\mathbf N)^2=1/3$, and $K_s=0$. The first contribution comes from second neighbours, of strength $L_2$ and length $a$ along the normal. With $n=2/a^3$ it is $\frac1{2a^3}\,L_2a\cdot2=L_2/a^2$.

For **bcc (111)**, one bond is along $\mathbf N$ with $\mathbf r\cdot\mathbf N=\sqrt3a/2$. Three more have $\mathbf u\cdot\mathbf N=1/3$ and $\mathbf r\cdot\mathbf N=\sqrt3a/6$. Then

$$K_s=\frac L{2a^3}\left[\frac{\sqrt3a}2\cdot2+3\cdot\frac{\sqrt3a}6\left(-\frac23\right)\right]=\frac L{\sqrt3\,a^2}.$$

For **fcc (110)**, the full form (7) is needed. Let $m_N$, $m_z$ and $m_p$ be the components along [110], [001] and $[1\bar10]$. One bond lies along the normal, with $\mathbf r\cdot\mathbf N=a/\sqrt2$. The four bonds along $[1,0,\pm1]$ and $[0,1,\pm1]$ have $\mathbf r\cdot\mathbf N=a/(2\sqrt2)$. Their components are $1/2$ along [110], $\pm1/\sqrt2$ along [001] and $\pm1/2$ along $[1\bar10]$. Cross terms cancel, and their squares sum to $m_N^2+2m_z^2+m_p^2$. Thus

$$E_s=-\frac{2L}{a^3}\left[\frac a{\sqrt2}m_N^2+\frac a{2\sqrt2}(m_N^2+2m_z^2+m_p^2)\right]+\text{const}=-\frac L{\sqrt2a^2}(2m_N^2+m_z^2)+\text{const}, \tag{10}$$

where $m_p^2=1-m_N^2-m_z^2$ was used in the last step. For $L>0$ the normal is easiest, [001] is intermediate and $[1\bar10]$ is hardest.

Direct atom-by-atom energy sums over slabs eight layers thick, taken at twelve random magnetization directions, agree with all these results.

## The pair strength from magnetoelasticity

The bulk hides $L$ only while it is cubic. A strain breaks the cancellation, so measured magnetoelastic constants determine $L$. Take an fcc crystal with nearest-neighbour pairs and a small symmetric strain $\varepsilon$. To first order, with $\eta=\mathbf u\cdot\varepsilon\mathbf u$, a bond changes as

$$r\to r(1+\eta),\qquad \mathbf u\to\mathbf u+\varepsilon\mathbf u-\eta\,\mathbf u.$$

The last term keeps $\mathbf u$ a unit vector. Expanding the pair energy, and leaving out terms independent of $\mathbf m$, gives the energy per undeformed volume

$$\delta e=\frac n2\sum\left[(rL'-2L)\,\eta\,(\mathbf m\cdot\mathbf u)^2+2L(\mathbf m\cdot\mathbf u)(\mathbf m\cdot\varepsilon\mathbf u)\right]. \tag{11}$$

Define $D=\sum_i\varepsilon_{ii}m_i^2$ and $S=2\sum_{i<j}\varepsilon_{ij}m_im_j$, so that $\mathbf m\cdot\varepsilon\mathbf m=D+S$. By (3) with $Z=12$, the second sum in (11) is $\sum(\mathbf m\cdot\mathbf u)(\mathbf m\cdot\varepsilon\mathbf u)=4(D+S)$.

The first sum follows from (4). A diagonal strain $\varepsilon_{xx}$ contributes $\varepsilon_{xx}(2m_x^2+m_y^2+m_z^2)=\varepsilon_{xx}(1+m_x^2)$. A shear $\varepsilon_{xy}$ contributes $(2\varepsilon_{xy})(2m_xm_y)\sum u_x^2u_y^2=4\varepsilon_{xy}m_xm_y$. Together they give $D+2S$ plus a constant. Hence

$$\delta e=\frac n2\left[(rL'-2L)(D+2S)+8L(D+S)\right]=B_1D+B_2S,$$

$$B_1=\frac n2(rL'+6L),\qquad B_2=n(rL'+2L). \tag{12}$$

Since $S$ contains $2\varepsilon_{ij}$, $B_2$ multiplies the engineering shear strain. Subtraction eliminates $L'$:

$$2B_1-B_2=4nL,\qquad L=\frac{2B_1-B_2}{4n},\qquad K_s^{(001)}=\frac{(2B_1-B_2)\,a}{16}. \tag{13}$$

The last form uses (9) and $n=4/a^3$.

## A film with two surfaces

A wide film of thickness $t$ has the magnetostatic energy density $\frac12\mu_0M_s^2\cos^2\theta$, where $M_s$ is the magnetization. This shape term favours the plane. Adding two equal surfaces and dividing by $t$ gives

$$\frac Et=K_{\rm eff}\sin^2\theta+\text{const},\qquad K_{\rm eff}=\frac{2K_s}t-\frac{\mu_0M_s^2}2,\qquad t_c=\frac{4K_s}{\mu_0M_s^2}. \tag{14}$$

For $K_s>0$ a uniformly magnetized film prefers its normal below $t_c$ and its plane above. Close to $t_c$, a wide film can lower its energy further by splitting into domains, which (14) does not describe. As $t$ grows, the surface share falls as $1/t$ and the shape term remains.

## A nickel-like film

Take a free-standing fcc (001) film with model inputs chosen near those of nickel at room temperature: $a=0.352$ nm, $B_1=9$ MJ/m³, $B_2=10$ MJ/m³ and $M_s=0.49$ MA/m. The atomic density is $n=91.7$ nm⁻³. Equation (13) gives

$$L=\frac{(18-10)\times10^6}{4\times9.17\times10^{28}}\ \text{J}=0.136\ \text{meV},$$

$$K_s=\frac{8\times10^6\times0.352\times10^{-9}}{16}\ \text{J/m}^2=0.176\ \text{mJ/m}^2.$$

This is 0.068 meV per surface atom. A (111) surface would have 0.305 mJ/m² at the same $L$.

The shape energy is 0.151 MJ/m³, so $t_c=2(0.176)/0.151=2.33$ nm, or 13.3 layers. Adding the pair energy of an explicit slab to a lattice sum of dipole energies gives a normal-minus-in-plane energy of $-0.0130$ mJ/m² for 13 layers and $+0.0135$ mJ/m² for 14. The easy direction changes between these two thicknesses.

For six layers, $t=1.056$ nm and $K_{\rm eff}=0.333-0.151=0.182$ MJ/m³. A circular bit 20 nm wide that reverses uniformly then has a barrier $K_{\rm eff}V$ of 14.6 $k_BT$ at 300 K. With an assumed attempt time of 1 ns, the Arrhenius lifetime is about $10^{-9}e^{14.6}$ s, or 2 ms. This is far too short for storage. The estimate uses the shape energy of a wide film. A finite disk has a smaller one, which raises the barrier; the bonds cut at its rim lower it by a smaller amount. Summed atom by atom over the disk, the dipole term adds about 2.8 $k_BT$ and the rim removes about 1.1 $k_BT$. The barrier becomes 16.3 $k_BT$ and the lifetime about 12 ms, which does not change the conclusion. The estimate also keeps the bulk room-temperature magnetization and pair strength. A real nickel film this thin has a lower Curie temperature than the bulk, so both would be reduced at 300 K.

## What the model leaves out

**Strain.** Let the film be stretched in its plane by $\varepsilon=1\%$ with its faces free of stress. With rough elastic constants $c_{11}=250$ GPa and $c_{12}=150$ GPa, the normal strain is $-2(c_{12}/c_{11})\varepsilon=-1.2\%$. From (12), the anisotropic energy is $B_1(\varepsilon_{zz}-\varepsilon)\cos^2\theta$, which favours the normal by $9\times0.022=0.198$ MJ/m³. This exceeds the shape energy. If that strain persisted at all thicknesses, the crossover in (14) would disappear. Compression has the opposite sign.

**Surface relaxation.** If the outermost layer spacing $d=a/2$ contracts by 1%, only the bonds across that gap change. Their anisotropic energy per area changes by $-0.01B_1d\cos^2\theta$ to first order, which raises $K_s$ by about 9%.

**Temperature at the surface.** Suppose that each pair energy scales as the product of the two mean moments, and that the outer layer has a fraction $m_s$ of the bulk magnetization. Per surface atom, the normal-minus-in-plane energy is $-L$ from bonds within a layer and $+L$ from bonds between adjacent layers. Weakening the outer layer changes the sum of these two terms from $-L+L=0$ to $L(-m_s^2+m_s)$. The surface anisotropy per atom falls from $L/2$ to $L/2-Lm_s(1-m_s)$, so

$$\frac{K_s(m_s)}{K_s(1)}=1-2m_s(1-m_s). \tag{15}$$

For $m_s=0.9$ this is 0.82.

**Range and input errors.** By (1), fcc second neighbours add $2L_2/a^2$. If $L_2=0.1L$, with $L$ held fixed, $K_s$ rises by 20%. The measured quantities, however, are $B_1$ and $B_2$. Second neighbours add $n\,rL_2'$ to $B_1$ and $2nL_2$ to $B_2$, so (13) no longer gives $L$. With $B_1$ and $B_2$ held fixed and $L_2=0.1L$, $K_s$ rises by 9% if $rL_2'/L_2=3$, by 50% if it is $-3$ and by 71% if it is $-5$. The truncation itself is doubtful: for the inputs above, (12) requires $rL'=3L$, a coupling that grows with bond length. A single power law $L(r)$ extended over both shells and fitted to the same $B_1$ and $B_2$ has two solutions, with exponents 1.4 and $-1.8$, giving $K_s=0.56$ and 1.46 mJ/m². Also, $L$ is a difference of larger numbers: errors of 10% in $B_1$ and $B_2$ can change it by up to $(1.8+1.0)/8=35\%$.

**Smaller effects.** The discreteness of the dipole sum adds 1.8% to $K_s$. For a rough $K_1=-5$ kJ/m³, the cubic anisotropy is 3.3% of the shape energy, and $|Q|/L=0.25\%$, which justifies dropping $Q$ at the surface.

The moments also stay nearly parallel through the film. With exchange energy density $A(d\theta/dz)^2$, torque balance at a face requires $2A|d\theta/dz|=K_s|\sin2\theta|$. The slope is zero at the centre by symmetry and, for a small twist, grows linearly towards the face. The angle between centre and face is therefore at most $\frac12\cdot\frac t2\cdot\frac{K_s}{2A}=K_st/(8A)$. With a rough $A=8$ pJ/m and $t=t_c$ this is 0.0064 rad.

## Beside real surfaces

The inputs above are typical of nickel, but the assumption that $L$ keeps its bulk value is a weak one. Missing neighbours alter the electronic states that produce the anisotropy, so $L$ at a surface may differ from its bulk value, possibly even in sign. Nickel films grown on Cu(001) show the difficulty: the thinnest are magnetized in the plane and somewhat thicker ones along the normal, the reverse of the order found here. Those films are under tensile strain, which by the estimate above favours the normal throughout the volume; a sufficiently strong in-plane surface preference could then account for the observed order. The value 0.176 mJ/m² is thus at best an order of magnitude for the effect, sensitive to the assumed range of the pair energy, and not a prediction of nickel's easy axis.

Some magnetic memories use bcc iron-cobalt alloys against MgO (001), where the interface anisotropy is roughly 1 mJ/m². Nearest-neighbour counting with bulk pairs gives zero for that orientation, so it cannot explain this value. More distant neighbours can contribute, and so can bonds to the oxide, which the present sum does not contain.

## Values computed for the example and the checks

```
Surface anisotropy from explicit slabs, K_s a^2/L (dimensionless):
  sc(001), 1st neighbours: 0.5000
  fcc(001), 1st neighbours: 1.0000
  fcc(111), 1st neighbours: 1.7321
  bcc(001), 1st neighbours: 0.0000
  bcc(111), 1st neighbours: 0.5774
  bcc(001), 2nd neighbours: 1.0000
  fcc(001), 2nd neighbours: 2.0000
  fcc(110), E[1-10] - E[110]: 1.4142
  fcc(110), E[1-10] - E[001]: 0.7071
Rough inputs, regime of nickel at room temperature:
  lattice constant a = 0.352 nm
  B1 = 9.0 MJ/m^3, B2 = 10.0 MJ/m^3
  Ms = 0.49 MA/m, K1 = -5.0 kJ/m^3
  c11 = 250 GPa, c12 = 150 GPa
  exchange stiffness = 8.0 pJ/m, T = 300 K
Pair model and film:
  atomic density n = 91.71 nm^-3
  B1, B2 from strained pair sum = 9.000, 10.000 MJ/m^3
  L = 0.1361 meV, r L'/L = 3.000
  K_s(001) = 0.1760 mJ/m^2
  K_s(001) per surface atom = 0.0681 meV
  K_s(111) = 0.3048 mJ/m^2
  shape energy mu0 Ms^2/2 = 0.1509 MJ/m^3
  shape energy from dipole sums = 0.1509 MJ/m^3
  critical thickness = 2.333 nm = 13.26 layers
  E_normal - E_inplane, 13 layers = -0.0130 mJ/m^2
  E_normal - E_inplane, 14 layers = 0.0135 mJ/m^2
  6 layers: t = 1.056 nm, K_eff = 0.1825 MJ/m^3
  barrier of 20 nm wide bit = 14.6 kT
Neglected effects:
  1% in-plane tension: normal strain = -1.20%
  its anisotropy, favouring normal = 0.1980 MJ/m^3
  1% outer-gap contraction changes K_s by +8.9%
  surface magnetization x 0.9: K_s x 0.820
  second neighbours with L2 = 0.1 L change K_s by +20.0%
  10% errors in B1 and B2 change L by up to 35%
  dipole discreteness adds to K_s 0.0031 mJ/m^2 (1.8%)
  |K1|/shape energy = 3.3%, |Q|/L = 0.25%
  largest centre-to-surface twist at t_c = 0.0064 rad
```
